# Spline factorization of the vdW-DF nonlocal energy on a plane-wave grid

Two molecules or two sheets of a layered solid attract even where their electron densities do not overlap, because the charge fluctuations of one are correlated with those of the other. An energy density built from $n$ and $\nabla n$ at one point gives, for fixed fragment densities, an interaction energy that vanishes with the overlap, so it cannot give a $-C_6/R^6$ law. The van der Waals density functional (vdW-DF) adds a double integral over the density, and a plane-wave code must evaluate it on all $N$ grid points ($N\approx10^5$ in the example below) in every self-consistency cycle. The Román-Pérez–Soler (RPS) method replaces the $N^2$ pair sum by $N_q$ fast Fourier transforms (FFTs) and $N_q^2$ products per reciprocal-lattice vector. It rests on an interpolation, so it carries an error that $N_q$ controls.

## The functional

The density is spin-unpolarized and periodic, with cell volume $\Omega$. With $E_h=me^4/(4\pi\epsilon_0\hbar)^2=e^2/(4\pi\epsilon_0a_0)$, the energy per cell is
$$E=\frac{E_h}{2}\int_\Omega d^3r\int d^3r'\,n(\mathbf r)\,\phi(d,d')\,n(\mathbf r'),\qquad d=qr_{12},\quad d'=q'r_{12},$$
where $\mathbf r'$ runs over all space, $r_{12}=|\mathbf r-\mathbf r'|$, and $q,q'$ are local wavenumbers at the two points. The dimensionless kernel of the original vdW-DF is
$$\phi=\frac{2}{\pi^2}\int_0^\infty\!\!da\int_0^\infty\!\!db\;a^2b^2\,W(a,b)\,T\big(\nu(a),\nu(b),\nu'(a),\nu'(b)\big),$$
$$T(w,x,y,z)=\frac12\Big[\frac1{w+x}+\frac1{y+z}\Big]\Big[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\Big],$$
$$W=\frac{2}{a^3b^3}\big[(3-a^2)b\cos b\sin a+(3-b^2)a\cos a\sin b+(a^2+b^2-3)\sin a\sin b-3ab\cos a\cos b\big],$$
with $\nu(y)=y^2/2h(y/d)$, $\nu'(y)=y^2/2h(y/d')$ and $h(y)=1-e^{-4\pi y^2/9}$. The wavenumber is $q_0=-(4\pi/3)\,\varepsilon^0_{xc}/(E_ha_0)$, where $\varepsilon^0_{xc}$ is the LDA energy per electron with its exchange part multiplied by $1-Z_{ab}s^2/9$, $Z_{ab}=-0.8491$, $s=|\nabla n|/2k_Fn$, $k_F=(3\pi^2n)^{1/3}$. LDA exchange is $-3E_ha_0k_F/4\pi$, so with $\sigma=|\nabla n|^2$
$$q_0=k_F-\frac{Z_{ab}\,\sigma}{36\,k_Fn^2}-\frac{4\pi}{3}\frac{\varepsilon_c(n)}{E_ha_0},$$
with $\varepsilon_c<0$ from the PW92 parametrization. All three terms are non-negative. If $q_0$ were constant the integral would be a convolution. It is not one, because $\phi$ depends on $\mathbf r$ and $\mathbf r'$ separately through $q$ and $q'$.

Interpolation needs a finite interval, whereas $q_0$ grows without limit in an exponentially decaying tail, where $|\nabla n|/n$ stays finite and $k_F\to0$. With $x=q_0/q_c$ it is replaced by
$$q=q_c\big[1-e^{-S}\big],\qquad S=\sum_{m=1}^{12}\frac{x^m}{m},\qquad \frac{dq}{dq_0}=e^{-S}\sum_{m=1}^{12}x^{m-1}.$$
For $x<1$ the untruncated sum is $-\ln(1-x)$ and would return $q=q_0$. The truncation lowers $q$ by $q_cx^{13}/13$ at leading order in $x$, and $q\to q_c$ for large $x$. Here $q_c=5/a_0=9.449\times10^{10}\ \mathrm{m^{-1}}$. Saturation alters the functional, and every reference value below uses the saturated $q$.

## Factorization

Choose knots $q_1<\dots<q_{N_q}=q_c$, with $q_1=q_{\min}$ below every $q$ in the cell. A cubic interpolating spline is found from a linear system whose right-hand side is linear in the data. The spline through values $f(q_\alpha)$ is therefore $\sum_\alpha f(q_\alpha)P_\alpha(q)$, where $P_\alpha$ is the spline through the data $\delta_{\alpha\beta}$. A constant satisfies all the spline conditions and the solution is unique, so $\sum_\alpha P_\alpha=1$. Interpolating at fixed $r$, first in $q$ and then in $q'$, gives
$$\phi(qr,q'r)\approx\sum_{\alpha\beta}P_\alpha(q)P_\beta(q')\,\phi_{\alpha\beta}(r),\qquad\phi_{\alpha\beta}(r)=\phi(q_\alpha r,q_\beta r).$$
The dependence on the two points now sits in separate factors. Define $\theta_\alpha(\mathbf r)=n(\mathbf r)P_\alpha(q(\mathbf r))=\sum_{\mathbf G}\theta_\alpha(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and $\phi_{\alpha\beta}(k)=\int d^3r\,\phi_{\alpha\beta}(r)e^{-i\mathbf k\cdot\mathbf r}$, which has units of volume and depends on $|\mathbf k|$ alone. Substituting $\mathbf r'=\mathbf r-\mathbf R$ in the inner integral,
$$\int d^3R\,\phi_{\alpha\beta}(R)\sum_{\mathbf G}\theta_\beta(\mathbf G)e^{i\mathbf G\cdot(\mathbf r-\mathbf R)}=\sum_{\mathbf G}\phi_{\alpha\beta}(G)\theta_\beta(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$
Since $\theta_\alpha$ is real, $\int_\Omega\theta_\alpha e^{i\mathbf G\cdot\mathbf r}d^3r=\Omega\,\theta_\alpha^*(\mathbf G)$, and
$$E\approx\frac{\Omega E_h}{2}\sum_{\mathbf G}\sum_{\alpha}\theta_\alpha^*(\mathbf G)U_\alpha(\mathbf G),\qquad U_\alpha(\mathbf G)=\sum_\beta\phi_{\alpha\beta}(G)\theta_\beta(\mathbf G).$$
On the grid $\theta_\alpha(\mathbf G)=N^{-1}\sum_i\theta_\alpha(\mathbf r_i)e^{-i\mathbf G\cdot\mathbf r_i}$ and the sum covers the $N$ vectors of the FFT box. $T$ is unchanged under $(w,x)\leftrightarrow(y,z)$, so $\phi_{\alpha\beta}=\phi_{\beta\alpha}$ and $N_q(N_q+1)/2$ kernels are distinct.

## The kernel in reciprocal space

The transform $\phi_{\alpha\beta}(k)$ can be had without the oscillating factor $W$, because $W$ is an angular average. Take vectors $\mathbf p,\mathbf p'$ with $pr=a$, $p'r=b$, $\mathbf r$ along $z$, and $\gamma$ the angle between them. Average $e^{i(\mathbf p-\mathbf p')\cdot\mathbf r}(1-\hat p_i\hat p_j\hat p'_i\hat p'_j)$ over both directions. With $\mu=\hat p_z$, $\langle e^{ia\mu}\rangle=j_0(a)$. The tensor $M_{ij}=\langle\hat p_i\hat p_je^{ia\mu}\rangle$ is diagonal by axial symmetry, with $M_{zz}=-j_0''=j_0-2j_1/a$ (from $j_0''+2j_0'/a+j_0=0$ and $j_0'=-j_1$), and $M_{xx}=M_{yy}=j_1/a$ because the trace is $j_0$. These are even in $a$, so the sign of the phase does not matter. With $A=j_1(a)/a$, $B=j_1(b)/b$,
$$j_0(a)j_0(b)-2AB-[j_0(a)-2A][j_0(b)-2B]=2j_0(a)B+2j_0(b)A-6AB.$$
Inserting $j_0=\sin a/a$ and $A=(\sin a-a\cos a)/a^3$ and multiplying by $a^3b^3/2$ gives $a^2\sin a(\sin b-b\cos b)+b^2\sin b(\sin a-a\cos a)-3(\sin a-a\cos a)(\sin b-b\cos b)$, which is the bracket in $W$.

Now $\nu(a)=r^2\omega(p)$ with $\omega(p)=p^2/2h(p/q)$, and likewise $\omega'$ with $q'$. $T$ is homogeneous of degree $-3$ and supplies $r^{-6}$, which cancels the $r^6$ in $a^2b^2\,da\,db$. Since $p^2dp\,\langle\cdot\rangle=d^3p/4\pi$,
$$\phi=\frac{1}{8\pi^4}\int d^3p\,d^3p'\,e^{i(\mathbf p-\mathbf p')\cdot\mathbf r}\sin^2\!\gamma\;T\big(\omega(p),\omega(p'),\omega'(p),\omega'(p')\big).$$
The Fourier integral over $\mathbf r$ yields $(2\pi)^3\delta(\mathbf p-\mathbf p'-\mathbf k)$, hence $\phi(k)=\pi^{-1}\int d^3p\,\sin^2\!\gamma\,T$ at $\mathbf p'=\mathbf p-\mathbf k$. $T$ is symmetric under $p\leftrightarrow p'$, so the half-space $p<p'$ may be doubled. Let $\mu$ now be the cosine between $\mathbf p$ and $\mathbf k$. Then $p'^2=p^2+k^2-2pk\mu$, the condition $p<p'$ reads $\mu<k/2p$, and the law of sines gives $\sin^2\gamma=k^2(1-\mu^2)/p'^2$. The prefactor is $\pi^{-1}\cdot2\cdot2\pi$:
$$\phi(k)=4\int_0^\infty p^2dp\int_{-1}^{\min(1,k/2p)}d\mu\;\frac{k^2(1-\mu^2)}{p'^2}\,T .$$
The integrand is non-negative, and $p'\ge k/2$ in the domain since $p+p'\ge k$. The values below use Gauss–Legendre rules in $\mu$ and in $\ln p$, split at $p=k/2$. Transformed back to real space, this formula gives $\phi(0.6,0.6)=0.299544$ and $\phi(3,3)=-0.005244$. The $a,b$ integral, by Gauss–Legendre panels with a smooth cutoff at large arguments, gives $0.299544$ and $-0.005243$.

At small $k$, $p'\to p$ outside a region of volume $O(k^3)$. Over the full sphere $\int(1-\mu^2)d\mu=4/3$, and $T\to T_0=1/[2\omega\omega'(\omega+\omega')]$, so $\phi(k)\to c_2k^2$ with $c_2=\frac83\int_0^\infty T_0\,dp$. The integral converges because $\omega(0)=9q^2/8\pi$ is finite and $T_0\sim p^{-6}$. Thus $\phi_{\alpha\beta}(0)=0$ for every pair of knots, and a uniform density has $E=0$.

At large $r$ small $p,p'$ dominate, and at leading order $T$ is the constant $T_0(0)=(8\pi/9)^3/[2q^2q'^2(q^2+q'^2)]$. The 1 in $\sin^2\gamma$ gives delta functions at $r=0$. For the rest, $\int d^3p\,e^{i\mathbf p\cdot\mathbf r}\hat p_i\hat p_j=-\partial_i\partial_j(2\pi^2/r)=-2\pi^2(3\hat r_i\hat r_j-\delta_{ij})/r^3$, whose contraction with itself is $4\pi^4(9-6+3)/r^6$. Then $\phi\to-3T_0(0)/r^6$, or
$$\phi\to-\frac{C'}{r^6},\qquad C'=\frac{C}{q^2q'^2(q^2+q'^2)},\qquad C=12\Big(\frac{4\pi}9\Big)^3=32.665 .$$
The inverse transform of $k^3$ at $r>0$ is $(2\pi^2r)^{-1}\,\mathrm{Im}\,24/(\epsilon-ir)^5\to12/\pi^2r^6$, so the tail appears as a term $-(\pi^2/12)C'k^3$. For $q=1/a_0$, $q'=2/a_0$, $C'=Ca_0^6/20$ and the coefficient is $-2.9497\times10^{-62}\ \mathrm{m^6}$. Subtracting $c_2=5.3413\times10^{-52}\ \mathrm{m^5}$ from the computed $\phi/k^2$ and extrapolating the slope to $k=0$ returns the same five digits.

At small $r$, set $a=\rho\cos\chi$, $b=\rho\sin\chi$. For $d,d'\ll\rho\ll1$, $W\to2/3$ (the average of $\sin^2\gamma$) and $h\to1$, so $T=(2/\rho^2)(1/a^2b^2+4/\rho^4)$ and $a^2b^2T\rho=(2/\rho)(1+\sin^22\chi)$. The $\chi$ integral over $[0,\pi/2]$ is $3\pi/2\rho$, and $(2/\pi^2)(2/3)(3\pi/2)=2/\pi$. Integrating $d\rho/\rho$ from a lower limit proportional to $r$ gives $\phi\to-(2/\pi)\ln(r/a_0)+g(q,q')$. The operator $-\nabla^2$ turns $k^{-3}$ into $k^{-1}$, whose inverse transform is $1/2\pi^2r^2$, and $\nabla^2\ln r=1/r^2$. Hence $k^{-3}$ corresponds to $-\ln r/2\pi^2$ and $\phi(k)\to4\pi/k^3$. The computed $k^3\phi/4\pi$ extrapolates to 1.00001. The divergent term is integrable and does not depend on $q$, so $\sum P_\alpha=1$ passes it through the interpolation unchanged, and tables built in $k$ space need no softened kernel.

The sign of $E$ follows from an integral form of $T$. Partial fractions and $\int_{-\infty}^\infty du/[(A+iu)(C-iu)]=2\pi/(A+C)$ give, for positive constants,
$$\int_{-\infty}^\infty\!\frac{du}{(A+iu)(B+iu)(C-iu)(D-iu)}=\frac{2\pi}{B-A}\Big[\frac1{(A+C)(A+D)}-\frac1{(B+C)(B+D)}\Big],$$
and the bracket's numerator is $(B-A)(A+B+C+D)$. Let $f=1/(w+iu)(x-iu)$ and $g=1/(y+iu)(z-iu)$. Applying the formula to both terms of $\mathrm{Re}f\,\mathrm{Re}g=\frac12\mathrm{Re}(fg+fg^*)$, and using $\frac1{w+x}+\frac1{y+z}=\frac{w+x+y+z}{(w+x)(y+z)}$, gives $2\pi T$. The integrand is even, so $T=\pi^{-1}\int_0^\infty\mathrm{Re}f\,\mathrm{Re}g\,du$. Here $f$ depends on $q_\alpha$ and $g$ is the same function of $q_\beta$, so $\sum\theta_\alpha^*\phi_{\alpha\beta}\theta_\beta$ is an integral of $|\sum_\alpha\theta_\alpha\mathrm{Re}f_\alpha|^2$ with non-negative weight. Each $\mathbf G$ contributes a non-negative amount for any mesh, up to the numerical error of the tabulated kernels.

## Interpolation error and the mesh

Let $I,I'$ interpolate in $q,q'$. Then $1-II'=(1-I)+(1-I')-(1-I)(1-I')$, and at leading order the one-dimensional errors add. On a mesh of spacing $\ell$, continuity of the first derivative ties the spline's second derivatives $M_j$ together:
$$M_{j-1}+4M_j+M_{j+1}=6(f_{j-1}-2f_j+f_{j+1})/\ell^2 .$$
Put $M_j=f''_j+e_j$ with slowly varying $e$. Taylor expansion gives $6f''+\ell^2f^{(4)}+6e$ on the left and $6f''+\ell^2f^{(4)}/2$ on the right, so $e=-\ell^2f^{(4)}/12$. Within an interval, with $t\in[0,1]$, the spline's second derivative is linear, and $f''$ differs from its own linear interpolant by $-\ell^2t(1-t)f^{(4)}/2$. The error $\eta=f-If$ obeys $d^2\eta/dt^2=\ell^4f^{(4)}[\frac1{12}-\frac t2+\frac{t^2}2]$ and vanishes at both knots, so
$$\eta=\ell^4f^{(4)}\,t^2(1-t)^2/24,$$
with maximum $\ell^4f^{(4)}/384$ and mean $\ell^4f^{(4)}/720$. The end conditions add a solution of the homogeneous recurrence, $(\sqrt3-2)^j$, which shrinks by 0.27 per knot. The natural condition $M=0$ is wrong by $f''$ itself and leaves an $O(\ell^2)$ error near the ends. The not-a-knot condition $M_1-2M_2+M_3=0$ has residual $\ell^2f^{(4)}$ and keeps $O(\ell^4)$, with a different constant. On an uneven mesh the corresponding equations, with coefficients that depend on the two neighbouring spacings, are still exact for cubics, so the orders survive as long as the spacing ratios stay bounded. The interior formula then holds with the local spacing where neighbouring spacings differ little and the end contribution has died out. For a steeply falling function on a coarse mesh this can take many knots, because the function itself shrinks along with the end contribution.

For $f=q^{-s}$ the relative error is proportional to $s(s+1)(s+2)(s+3)(\ell/q)^4$, which is the same in every interval if $\ell\propto q$. The tail is a power law, which selects the geometric mesh $q_\alpha=q_{\min}e^{(\alpha-1)\Delta}$ with $\ell/q\approx\Delta$. Take $q_{\min}=0.3/a_0=5.669\times10^9\ \mathrm{m^{-1}}$ and sample $C'(q,q')$ densely over the square. Halving $\Delta$ from $N_q=65$ to 129 reduces the largest relative error with order 4.10 for not-a-knot and 1.95 for natural splines. At $N_q=16$ ($\Delta=0.188$) the largest not-a-knot error is $6.3\times10^{-2}$ on the geometric mesh and $0.87$ on a uniform one. The interior estimate for $s=4$ is $(840/384)\,\Delta^4=2.7\times10^{-3}$ per variable, about twenty times smaller. The excess comes from the end intervals: the maximum lies in the last interval of one variable and the first of the other, and with the two outermost intervals at each end left out the largest error is $3.1\times10^{-3}$.

The geometric mesh also shortens the tables. Scaling $p,k,q,q'$ by a common factor $\lambda$ multiplies $d^3p\,T$ by $\lambda^{3-6}$, so $\phi_{\alpha\beta}(k)=q_\alpha^{-3}\Phi_{\beta-\alpha}(k/q_\alpha)$ for $\beta\ge\alpha$, and $N_q$ functions of one variable are enough. As $\Phi>0$, $\ln\Phi$ is splined against $\ln(k/q_\alpha)$.

The energy error can be measured where the pair sum is affordable. For $n=n_0\exp[A\cos(2\pi z/L)]$ on $N_z$ points, the uninterpolated energy per area is
$$\frac{E_hL}{2N_z^2}\sum_{ij}n_in_j\sum_m\phi(q_i,q_j;|G_m|)\cos G_m(z_i-z_j),\qquad G_m=\frac{2\pi m}{L},$$
with a separate quadrature for each pair. With $L=5\times10^{-10}$ m, $n_0=1.5\times10^{29}\ \mathrm{m^{-3}}$, $A=1.5$ and $N_z=24$, $q$ spans $1.26$ to $3.13\times10^{10}\ \mathrm{m^{-1}}$ and the sum is $1.234568\ \mathrm{J/m^2}$. Not-a-knot RPS gives 1.233487, 1.234585 and 1.234570 for $N_q=8,16,32$, in error by $-8.8\times10^{-4}$, $+1.4\times10^{-5}$ and $+2.0\times10^{-6}$ relative to it. The $\Delta^4$ law predicts factors $(0.402/0.188)^4\approx21$ and $(0.188/0.091)^4\approx18$, and the observed factors are 64 and 7. The error also changes sign between $N_q=8$ and 16, so these three values do not follow a single $\Delta^4$ term. The $\ln\Phi$ tables are not the main cause of the last value: with kernels integrated directly at the knots the error at $N_q=32$ is still $+1.8\times10^{-6}$.

## Potential and algorithm

$E$ is a symmetric quadratic form in the $\theta_\alpha$, so $\delta E=\Omega E_h\sum_\alpha\mathrm{Re}\sum_{\mathbf G}\delta\theta_\alpha^*U_\alpha=E_h(\Omega/N)\sum_{i,\alpha}U_\alpha(\mathbf r_i)\,\delta\theta_\alpha(\mathbf r_i)$ by Parseval's relation. The chain rule gives
$$\delta\theta_\alpha=(P_\alpha+nP'_\alpha q_n)\,\delta n+2nP'_\alpha q_\sigma\nabla n\cdot\nabla\delta n,$$
where $q_n$ and $q_\sigma$ are $dq/dq_0$ times
$$\frac{\partial q_0}{\partial n}=\frac{k_F}{3n}+\frac{7Z_{ab}\sigma}{108k_Fn^3}-\frac{4\pi}{3E_ha_0}\frac{d\varepsilon_c}{dn},\qquad\frac{\partial q_0}{\partial\sigma}=-\frac{Z_{ab}}{36k_Fn^2};$$
the 7 arises because $k_Fn^2\propto n^{7/3}$. The spectral derivative multiplies by $iG$, and with the unpaired Nyquist term set to zero it is a real antisymmetric matrix $D$, so $\sum_iF_i(D\,\delta n)_i=-\sum_i(DF)_i\,\delta n_i$. Therefore
$$v=E_h\sum_\alpha U_\alpha(P_\alpha+nP'_\alpha q_n)-E_h\nabla\cdot\Big[2nq_\sigma\nabla n\sum_\alpha U_\alpha P'_\alpha\Big]$$
is the derivative of the grid energy itself, $\delta E=(\Omega/N)\sum_iv_i\,\delta n_i$. As an illustration take a $9\times10\times11$ grid in a cell of $4.0\times4.5\times5.0\times10^{-30}\ \mathrm{m^3}$, $N_q=16$, phases $X,Y,Z$ running over $2\pi$ along the edges, $n=2\times10^{29}\,\mathrm{m^{-3}}\exp[1.2\cos X+0.8\sin(Y+Z)+0.5\cos Z]$ and $\delta n=n[\cos X+0.5\sin(Y+Z)]$. A central difference of $E$ and the sum over $v\,\delta n$ both give $6.1707358\times10^{-19}$ J. Without the divergence term the sum is $6.502\times10^{-19}$ J, 5.4% above that value.

After the tables are built once, one evaluation runs as follows.

1. Form $\nabla n$ (one forward and three inverse FFTs), then $q$, $q_n$, $q_\sigma$.
2. Evaluate $P_\alpha(q)$ and transform $\theta_\alpha$ ($N_q$ FFTs).
3. Form $U_\alpha(\mathbf G)$ ($N_q^2$ products per $\mathbf G$) and sum $E$.
4. For $v$, invert $U_\alpha$ ($N_q$ FFTs) and take the divergence (four FFTs).

The method fails if $q$ drops below $q_{\min}$, which happens in dilute regions with small gradient, where $q_0$ falls with $k_F$; the spline then extrapolates toward the $q=0$ singularity of $C'$. It also needs a grid that resolves $\theta_\alpha$, a nonlinear function of $n$ with Fourier components beyond those of $n$.

## Formaldehyde

Take planar H$_2$CO at a round, unoptimized geometry: $r_{CO}=1.21\times10^{-10}$ m, $r_{CH}=1.11\times10^{-10}$ m, HCH angle $116^\circ$. The valence density is from PBE with BFD pseudopotentials and the BFD-VDZ basis. Both $n$ and $\nabla n$ are evaluated from the orbitals on a $48^3$ grid in a cube of side $L=7\times10^{-10}$ m, and $E$ is not made self-consistent. The density sums to 12.0004 electrons on the grid, against 12 exactly, and the smallest $q$ is $1.237\times10^{10}\ \mathrm{m^{-1}}$, above $q_{\min}$.

Two distant copies interact through the two cross terms of $E$, which cancel the factor $\frac12$. For $qR\gg1$ the tail gives $-C_6/R^6$ with $C_6=E_h\iint nn'C'$. In RPS form $C_6=E_h\sum_{\alpha\beta}N_\alpha N_\beta C'(q_\alpha,q_\beta)$ with $N_\alpha=\int\theta_\alpha\,d^3r$. An interpolation-free value follows from
$$\int_0^\infty\!\frac{du}{(A^2+u^2)(B^2+u^2)}=\frac{\pi/2A-\pi/2B}{B^2-A^2}=\frac{\pi}{2AB(A+B)}$$
with $A=q^2$, $B=q'^2$, which gives $C_6=(2/\pi)E_hC\int_0^\infty du\,[\int n/(q^4+u^2)\,d^3r]^2$. Gauss–Legendre quadrature in a mapped $u$ yields $1.32569\times10^{-77}\ \mathrm{J\,m^6}$, or $138.5\,E_ha_0^6$. The six digits belong to the $48^3$ grid and serve only as the reference for the interpolation error; the $36^3$, $48^3$ and $64^3$ grids give 138.49, 138.48 and $138.47\,E_ha_0^6$.

| $N_q$ | $\Delta$ | $E$ ($10^{-19}$ J) | $C_6$ ($10^{-77}$ J m$^6$) | $C_6$ error |
|---|---|---|---|---|
| 8 | 0.402 | 4.77590 | 1.34649 | $+1.57\times10^{-2}$ |
| 16 | 0.188 | 4.78841 | 1.32455 | $-8.63\times10^{-4}$ |
| 32 | 0.091 | 4.78871 | 1.32562 | $-5.09\times10^{-5}$ |

The $C_6$ errors are relative to the interpolation-free value. From $N_q=16$ to 32 the error falls by $86.3/5.09=17$, against the predicted 18, and equals about $0.7\Delta^4$ in both cases. The mean interior error of a pure power is $(120/720)\Delta^4=0.17\Delta^4$ for $s=2$ and $(840/720)\Delta^4=1.17\Delta^4$ for $s=4$, the limiting exponents of $C'$ in one variable. For $q\gg q'$ the two variables add to $1.33\Delta^4$. For general $q,q'$ set $q'=1$, so that $f=1/[q^2(q^2+1)]=q^{-2}-(1+q^2)^{-1}$ and $f^{(4)}=120/q^6-24(5q^4-10q^2+1)/(1+q^2)^5$. This is positive because $5(1+q^2)^5>q^6(5q^4-10q^2+1)$ term by term, so the interpolant lies below the function, as found. At $q=q'$, $f^{(4)}=123$ and $f=\frac12$, which gives $(2\times246/720)\Delta^4=0.68\Delta^4$ for the two variables. Averaged over the molecule with weight $nn'C'$, the coefficient is 0.79, against observed values of 0.70 at $N_q=16$ and 0.75 at $N_q=32$. At $N_q=8$ the sign is opposite, so the leading interior term does not describe that mesh.

Relative to $N_q=32$, $E$ is low by $0.01281/4.78871=2.7\times10^{-3}$ at $N_q=8$ and by $0.00030/4.78871=6\times10^{-5}$ at $N_q=16$. Two other effects were estimated. A $36^3$ grid at $N_q=16$ gives $4.79410\times10^{-19}$ J, a change of $1.2\times10^{-3}$ relative to $48^3$; a $64^3$ grid gives $4.78529\times10^{-19}$ J, lower than the $48^3$ value by a fraction $6.5\times10^{-4}$. The periodic images contribute, at leading order in $1/L$, $-C_6S_6/2L^6$, where $S_6=8.402$ is the directly summed $R^{-6}$ series of the unit cubic lattice. This is $-8.402\times1.32569\times10^{-77}/(2\times1.176\times10^{-55})=-4.7\times10^{-22}$ J. The leading law is not yet accurate at this $L$: padding the same density with vacuum to a cube of side $3L$ (on the $36^3$ grid spacing) raises $E$ by $8.7\times10^{-22}$ J, so the images actually lower $E$ by about $1.8\times10^{-3}$ of its value. The result is $E=4.79\times10^{-19}$ J $=2.99$ eV for this valence density. It omits the core electrons and self-consistency, and the $C_6$ is the functional's value for the same density. The basis is not complete. With BFD-VTZ, $E$ on the $36^3$ grid falls by a fraction $2\times10^{-4}$ and $C_6$ falls to $136.1\,E_ha_0^6$ ($-1.7\%$). With one set of diffuse functions added to BFD-VDZ on each atom, $E$ falls by $9\times10^{-4}$ and $C_6$ rises to $140.5\,E_ha_0^6$ ($+1.5\%$). These basis changes therefore move $C_6$ by about 2%, far more than the interpolation error at $N_q=16$. With $N=110592$ there are $N^2/2=6.12\times10^9$ pairs, against $N_qN\log_2N+N_q^2N=(2.96+2.83)\times10^7$ at $N_q=16$, a nominal ratio near 100 that ignores prefactors and the kernel evaluation each pair would need.
